# Image Currents for a Collinear Four-Point Probe on an Insulated Slab: test program

```python
# Collinear four-point probe on a slab with insulating top and bottom faces.
# Result under test: V = rho*I/(2*pi*s) * G(tau), tau = t/s, with
#   G = 1 + 4*sum_{n>=1} [1/sqrt(1+4n^2 tau^2) - 1/sqrt(4+4n^2 tau^2)],
# and its limits rho = 2*pi*s*V/I (thick) and rho = pi*t/ln(2)*V/I (thin).
# rho: resistivity, I: current through outer pins, V: voltage of inner pins,
# s: pin spacing, t: slab thickness, H = tau*G/2 (sheet form of the factor).
import numpy as np
import sympy as sp
from scipy.special import k0, zeta
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar

LN2 = np.log(2.0)


def image_factor(tau, pairs=20000, sign=1):
    """G from explicit images; sign=-1 is a grounded metal bottom."""
    n = np.arange(1, pairs + 1)
    weight = np.where(n % 2 == 1, sign, 1)
    z = 2 * n * tau
    return 1 + 4 * np.sum(weight * (1 / np.hypot(1, z) - 1 / np.hypot(2, z)))


def bessel_sheet_factor(tau):
    """H from the Poisson-transformed series."""
    k = np.arange(1, 400)
    return LN2 + 2 * np.sum(k0(np.pi * k / tau) - k0(2 * np.pi * k / tau))


def sinh_factor(tau):
    """Common interpolation used in place of H."""
    return np.log(np.sinh(tau) / np.sinh(tau / 2))


def chain_matrix(links, end_link=0.0):
    """Conductance matrix of a chain, last node tied to ground by end_link."""
    diagonal = np.r_[links, end_link] + np.r_[0.0, links]
    return diags([diagonal, -links, -links], [0, 1, -1])


def finite_volume_factor(t, rho_z=1.0, metal_bottom=False):
    """2*pi*s*V/(rho_x*I) for s=1, rho_x=1 from the conduction equation."""
    nr, nz, outer, b = 200, 100, 12.0, 0.1
    re = b * np.sinh(np.linspace(0, 1, nr + 1) * np.arcsinh(outer / b))
    ze = b * np.sinh(np.linspace(0, 1, nz + 1) * np.arcsinh(t / b))
    rc, zc = (re[1:] + re[:-1]) / 2, (ze[1:] + ze[:-1]) / 2
    radial = chain_matrix(2 * np.pi * re[1:-1] / np.diff(rc),
                          2 * np.pi * outer / (outer - rc[-1]))
    bottom = 1 / (rho_z * (t - zc[-1])) if metal_bottom else 0.0
    axial = chain_matrix(1 / (rho_z * np.diff(zc)), bottom)
    ring_area = np.pi * np.diff(re**2)
    matrix = kron(radial, diags(np.diff(ze))) + kron(diags(ring_area), axial)
    current = np.zeros(nr * nz)
    current[0] = 1.0
    phi = spsolve(matrix.tocsc(), current).reshape(nr, nz)[:, 0]
    far = rc > 0.3
    surface = CubicSpline(rc[far], phi[far])
    return 4 * np.pi * float(surface(1.0) - surface(2.0))


def source_potential(r, t, pairs=4000):
    """Surface potential of one source / (rho*I/2pi), constant removed."""
    r = np.asarray(r, float)
    z = 2 * t * np.arange(1, pairs + 1)
    return 1 / r + 2 * np.sum(1 / np.hypot(r[..., None], z) - 1 / z, axis=-1)


def probe_voltage(x, t):
    """V/(rho*I/2pi) for pins at positions x[0..3] on a line."""
    d = np.array([x[1] - x[0], x[2] - x[0], x[3] - x[1], x[3] - x[2]])
    g = source_potential(d, t)
    return g[0] - g[1] - g[2] + g[3]


# ---- tests of the image solution against the conduction equation
fv_insulating = finite_volume_factor(1.0)
fv_metal = finite_volume_factor(1.0, metal_bottom=True)
fv_aniso = finite_volume_factor(1.0, rho_z=4.0)
G1, G1_metal = image_factor(1.0), image_factor(1.0, sign=-1)
aniso_formula = np.sqrt(4.0) * image_factor(np.sqrt(4.0))
# discretization error of the graded grid is below half a percent
assert abs(fv_insulating / G1 - 1) < 5e-3
assert abs(fv_metal / G1_metal - 1) < 5e-3
assert abs(fv_aniso / aniso_formula - 1) < 5e-3

# ---- tests of the series, its limits and its convergence
for tau in (0.2, 0.5, 1.0, 2.0, 5.0):
    assert abs(tau * image_factor(tau) / 2 / bessel_sheet_factor(tau) - 1) < 1e-7
thick_coefficient = 3 * zeta(3) / 4
assert abs((image_factor(20.0) - 1) * 20**3 / thick_coefficient - 1) < 5e-3
thin_excess = 0.3 * image_factor(0.3) / 2 - LN2
thin_law = np.sqrt(2 * 0.3) * np.exp(-np.pi / 0.3)
assert abs(thin_excess / thin_law - 1) < 0.02
assert abs((sinh_factor(0.05) - LN2) / (0.05**2 / 8) - 1) < 0.01
tail_100 = G1 - image_factor(1.0, pairs=100)
assert abs(tail_100 / (3 / (8 * 100**2)) - 1) < 0.02
n_block = np.arange(1001, 10001)  # one source alone: logarithmic growth
growth = 2 * np.sum(1 / np.hypot(1.0, 2.0 * n_block))
assert abs(growth / np.log(10) - 1) < 1e-3

# ---- test of the edge correction for a centred probe on an insulated disc
s_d, a_d, m_ang = 0.4, 0.6, 512      # disc radius 1, outer pins at +-a_d
rim = np.exp(2j * np.pi * np.arange(m_ang) / m_ang)
flux = np.real(-rim / (rim - a_d) + rim / (rim + a_d))
coef = 2 * np.real(np.fft.fft(flux))[1:m_ang // 2] / m_ang
m = np.arange(1, m_ang // 2)


def disc_potential(x):
    free = -np.log(abs(x - a_d)) + np.log(abs(x + a_d))
    return free - np.sum(coef / m * x**m)


def edge_term(diameter_over_s):
    q = diameter_over_s**2
    return np.log((q + 3) / (q - 3))


disc_numeric = (disc_potential(s_d / 2) - disc_potential(-s_d / 2)) / 2
disc_formula = LN2 + edge_term(2 / s_d)
assert abs(disc_numeric - disc_formula) < 1e-9

# ---- test of the contact heating law for a hemispherical contact
r, a, U, kap, res = sp.symbols('r a U kappa rho', positive=True)
phi_h = U * a / r
T_h = (U * phi_h - phi_h**2 / 2) / (kap * res)
heat = kap * sp.diff(r**2 * sp.diff(T_h, r), r) / r**2 + sp.diff(phi_h, r)**2 / res
assert sp.simplify(heat) == 0
assert sp.simplify(sp.diff(T_h, r).subs(r, a)) == 0
assert sp.simplify(T_h.subs(r, a) - U**2 / (2 * kap * res)) == 0

# ---- worked example: glassy-carbon plate, rough typical values
rho, t, s, I = 4.5e-5, 1.0e-3, 1.0e-3, 0.1      # ohm m, m, m, A
tau = t / s
G = image_factor(tau)
H = tau * G / 2
V = rho * I * G / (2 * np.pi * s)
R = V / I
rho_thin, rho_thick = np.pi * t / LN2 * R, 2 * np.pi * s * R
rho_sinh = np.pi * t / sinh_factor(tau) * R
# recover rho from the voltage with the independent Bessel series
rho_back = np.pi * t * R / bessel_sheet_factor(tau)
assert abs(rho_back / rho - 1) < 1e-7
thin_limit = brentq(lambda u: bessel_sheet_factor(u) / LN2 - 1.01, 0.3, 1.0)
thick_limit = brentq(lambda u: image_factor(u) - 1.01, 2.0, 10.0)
worst = minimize_scalar(lambda u: bessel_sheet_factor(u) / sinh_factor(u),
                        bounds=(0.2, 6.0), method='bounded')

# ---- neglected effects for the same plate (lengths in mm)
pins, t_mm, s_mm = np.arange(4.0), t * 1e3, s * 1e3
pins = pins * s_mm
v0 = probe_voltage(pins, t_mm)
assert abs(v0 * s_mm / G - 1) < 1e-6
wander = 0.01
shifts = []
for j in range(4):
    step = np.zeros(4)
    step[j] = wander
    shifts.append((probe_voltage(pins + step, t_mm)
                   - probe_voltage(pins - step, t_mm)) / (2 * v0))
pin_error = np.sqrt(np.sum(np.square(shifts)))
thickness_error = G / image_factor(1.01 * tau) - 1
diameter = 50.0
edge_error = edge_term(diameter / s_mm) / H
contact = 0.05
u, w = np.polynomial.legendre.leggauss(6)
rad = contact * np.sqrt((u + 1) / 2)            # equal-area radial variable
ang = 2 * np.pi * np.arange(16) / 16


def contact_average(d):
    dist = np.abs(d + rad[:, None] * np.exp(1j * ang))
    return np.sum(w / 2 * source_potential(dist, t_mm).mean(axis=1))


contact_error = 2 * (contact_average(s_mm) - contact_average(2 * s_mm)) / v0 - 1
aniso = 1.05
aniso_error = np.sqrt(aniso) * image_factor(tau * np.sqrt(aniso)) / G - 1
film_sigma, film_mm = 10.0, 0.1
film_ratio = film_sigma * film_mm * 1e-3 * rho / t
seebeck, dT_pins = 5e-6, 1.0
thermo_error = seebeck * dT_pins / V
kappa, tempco = 6.0, 5e-4
U_contact = rho * I / (2 * np.pi * contact * 1e-3)
dT_contact = U_contact**2 / (2 * kappa * rho)

# ---- output
print(f"Finite-volume G at t/s=1, insulating bottom: {fv_insulating:.4f}")
print(f"Image-sum G at t/s=1, insulating bottom: {G1:.4f}")
print(f"Finite-volume G at t/s=1, metal bottom: {fv_metal:.4f}")
print(f"Image-sum G at t/s=1, metal bottom: {G1_metal:.4f}")
print(f"Anisotropic slab, rho_z/rho_x=4: finite volume {fv_aniso:.4f}, "
      f"rescaled images {aniso_formula:.4f}")
for pairs in (1, 3, 10, 100):
    print(f"G at t/s=1 with {pairs} image pairs: {image_factor(1.0, pairs):.5f}")
print(f"Thick-limit coefficient 3*zeta(3)/4: {thick_coefficient:.4f}")
print(f"H - ln2 at t/s=0.3: images {thin_excess:.3e}, law {thin_law:.3e}")
print("Table: t/s, G, H, sinh factor")
for x in (0.2, 0.5, 1.0, 2.0, 5.0, 10.0):
    print(f"  {x:4.1f}  {image_factor(x):.4f}  {bessel_sheet_factor(x):.4f}"
          f"  {sinh_factor(x):.4f}")
print(f"ln 2: {LN2:.4f}")
print(f"Thin formula reads 1% high at t/s = {thin_limit:.3f}")
print(f"Thick formula reads 1% high at t/s = {thick_limit:.3f}")
print(f"Sinh formula, largest error of rho: {100*(worst.fun-1):.2f} %"
      f" at t/s = {worst.x:.2f}")
print(f"Example: rho = {rho*1e5:.2f} mOhm cm, t = {t_mm:.2f} mm, "
      f"s = {s_mm:.2f} mm, I = {I*1e3:.0f} mA")
print(f"Voltage V: {V*1e3:.4f} mV")
print(f"Ratio V/I: {R*1e3:.3f} mOhm")
print(f"rho recovered with full factor: {rho_back*1e5:.3f} mOhm cm")
print(f"rho from thin formula: {rho_thin*1e5:.3f} mOhm cm")
print(f"rho from thick formula: {rho_thick*1e5:.3f} mOhm cm")
print(f"rho from sinh formula: {rho_sinh*1e5:.3f} mOhm cm")
print(f"Pin errors {wander*1e3:.0f} um rms each: V changes {100*pin_error:.2f} % rms")
for j in range(4):
    print(f"  pin {j+1} moved +{wander*1e3:.0f} um: V changes {100*shifts[j]:+.2f} %")
print(f"Thickness entered 1% high: rho changes {100*thickness_error:+.2f} %")
print(f"Plate diameter {diameter:.0f} mm: V changes {100*edge_error:+.2f} %")
print(f"Current contact radius {contact*1e3:.0f} um: V changes {100*contact_error:+.3f} %")
print(f"rho_z/rho_x = {aniso:.2f}: V changes {100*aniso_error:+.2f} %")
print(f"Electrolyte film {film_mm:.1f} mm, {film_sigma:.0f} S/m: "
      f"sheet conductance ratio {100*film_ratio:.4f} %")
print(f"Thermovoltage, {seebeck*1e6:.0f} uV/K and {dT_pins:.0f} K: "
      f"{100*thermo_error:.2f} % of V")
print(f"Contact voltage U (hemisphere): {U_contact*1e3:.2f} mV")
print(f"Contact heating, kappa = {kappa:.0f} W/(m K): {dT_contact:.2f} K")
print(f"Local rho change at {tempco*1e4:.0f}e-4 per K: "
      f"{100*tempco*dT_contact:.3f} % in size")
print("checks complete")
```

Running it gives:

```
Finite-volume G at t/s=1, insulating bottom: 1.5047
Image-sum G at t/s=1, insulating bottom: 1.5045
Finite-volume G at t/s=1, metal bottom: 0.6833
Image-sum G at t/s=1, metal bottom: 0.6833
Anisotropic slab, rho_z/rho_x=4: finite volume 2.1881, rescaled images 2.1878
G at t/s=1 with 1 image pairs: 1.37464
G at t/s=1 with 3 image pairs: 1.47550
G at t/s=1 with 10 image pairs: 1.50108
G at t/s=1 with 100 image pairs: 1.50442
Thick-limit coefficient 3*zeta(3)/4: 0.9015
H - ln2 at t/s=0.3: images 2.168e-05, law 2.194e-05
Table: t/s, G, H, sinh factor
   0.2  6.9315  0.6931  0.6981
   0.5  2.7799  0.6950  0.7241
   1.0  1.5045  0.7522  0.8133
   2.0  1.0939  1.0939  1.1269
   5.0  1.0070  2.5175  2.5067
  10.0  1.0009  5.0045  5.0000
ln 2: 0.6931
Thin formula reads 1% high at t/s = 0.621
Thick formula reads 1% high at t/s = 4.424
Sinh formula, largest error of rho: -7.50 % at t/s = 1.00
Example: rho = 4.50 mOhm cm, t = 1.00 mm, s = 1.00 mm, I = 100 mA
Voltage V: 1.0775 mV
Ratio V/I: 10.775 mOhm
rho recovered with full factor: 4.500 mOhm cm
rho from thin formula: 4.884 mOhm cm
rho from thick formula: 6.770 mOhm cm
rho from sinh formula: 4.162 mOhm cm
Pin errors 10 um rms each: V changes 1.76 % rms
  pin 1 moved +10 um: V changes +0.48 %
  pin 2 moved +10 um: V changes -1.15 %
  pin 3 moved +10 um: V changes +1.15 %
  pin 4 moved +10 um: V changes -0.48 %
Thickness entered 1% high: rho changes +0.71 %
Plate diameter 50 mm: V changes +0.32 %
Current contact radius 50 um: V changes +0.027 %
rho_z/rho_x = 1.05: V changes +0.72 %
Electrolyte film 0.1 mm, 10 S/m: sheet conductance ratio 0.0045 %
Thermovoltage, 5 uV/K and 1 K: 0.46 % of V
Contact voltage U (hemisphere): 14.32 mV
Contact heating, kappa = 6 W/(m K): 0.38 K
Local rho change at 5e-4 per K: 0.019 % in size
checks complete
```
